# The Midgap State of a Dirac Junction with Inverted Mass, part 2

Which changes to a semiconductor junction move or remove its bound electron state? The model keeps two band-edge orbitals with amplitudes $a,b$ along the interface normal $x$. With $\hbar=1$,

$$
H=v\,\sigma_y p+m(x)\,\sigma_z,\qquad p=-i\frac{d}{dx},\qquad \psi=\begin{pmatrix}a\\ b\end{pmatrix}.
$$

Here $v>0$ is the velocity and $m$, called the mass, is an energy: the signed half gap. It runs from $m_L=-M<0$ (inverted order, left) to $m_R>0$ (right). Since $\sigma_xH\sigma_x=-H$, nonzero levels come in pairs $\pm E$.

With a common midgap energy, taken as zero, there is exactly one normalizable state at $E=0$:

$$
\psi_0(x)=\mathcal N\,e^{-W(x)}\begin{pmatrix}1\\-1\end{pmatrix},\tag{2}
$$

where $W(x)=\frac1v\int_0^x m(y)\,dy$. Exchanging the materials gives $b=+a$; equal bulk signs give no zero state. For an abrupt junction at $x=0$, the amplitude decays over $v/M$ and $v/m_R$, the weight on the right is $M/(M+m_R)=0.375$, and the peak density is

$$
\rho_0=\frac{2Mm_R}{v(M+m_R)}=\frac{2(0.06)(0.10)}{5.0(0.16)}=0.0150\ \text{per angstrom}. \tag{4}
$$

The example has $M=0.06$ eV, $m_R=0.10$ eV and $\hbar v=5.0$ eV angstrom. The decay lengths are 83.3 and 50.0 angstrom, and the density's full width at half maximum is 46.2 angstrom.

If the midgap energy steps abruptly from $0$ on the left to $D$ on the right, at the mass step, the level is

$$
E=\frac{M}{M+m_R}\,D . \tag{5}
$$

It exists while the two gaps overlap:

$$
|D|<M+m_R=0.16\ \text{eV}. \tag{6}
$$

"The lattice" means numerical diagonalization with $a$ and $b$ on alternate sites, like sites 0.5 angstrom apart. In the closing table, "graded" means $m=0.02+0.08\tanh(x/30)$ eV, with $x$ in angstrom; wide grading replaces 30 by 300. "Jagged" has several mass jumps. "Varying velocity" uses the graded mass with $v=5-0.8\tanh(x/40)$ eV angstrom. "Graded, offset" adds a potential $0.03+0.50\,m(x)$ eV to the graded mass. The same-sign control has masses $0.06$, $-0.08$ (over 150 angstrom) and $0.10$ eV.

**Q:** A real interface has charge or dipoles of its own. They will not follow the mass.

**A:** Then I have no general closed form. For a weak potential $V(x)$ that vanishes far away, start from $(H+V)\psi=E\psi$ and project on the zero state $\psi_0$. Since $H\psi_0=0$,

$$
E=\frac{\langle\psi_0|V|\psi\rangle}{\langle\psi_0|\psi\rangle}\simeq\int V(x)\,|\psi_0(x)|^2dx,
$$

where the last step replaces $\psi$ by $\psi_0$ and is of first order in $V$. Take the abrupt junction and $V=0.010\,e^{-(x/30)^2}$ eV, with $x$ in angstrom. The integral gives 0.00504 eV, and diagonalization gives 0.00503 eV. A potential of 10 meV at the interface thus moves the level by 5 meV. The state is protected against changes of the mass profile, not against electrostatics.

**Q:** Films are thin. You have assumed infinite material on both sides.

**A:** Consider a layer of inverted material, $m=-M$ for $|x|<d/2$, with $m=m_R$ outside. Both ends now have the same sign, so no zero state is allowed. Each wall alone would hold one. The right wall has $\psi_1=f_1(1,-1)^T/\sqrt2$ and the left wall has $\psi_2=f_2(1,1)^T/\sqrt2$, with $f_1$ and $f_2$ normalized.

The state $\psi_1$ solves the problem in which inverted material continues to the far left. The true mass differs from that problem by $M+m_R$ for $x<-d/2$. Since $\sigma_z(1,-1)^T=(1,1)^T$, the coupling is

$$
t=\langle\psi_2|H|\psi_1\rangle=(M+m_R)\int_{-\infty}^{-d/2}f_1f_2\,dx .
$$

In this region $f_1=\sqrt{\rho_0}\,e^{M(x-d/2)/v}$ and $f_2=\sqrt{\rho_0}\,e^{m_R(x+d/2)/v}$. With $y=x+d/2$, the integral is

$$
\rho_0e^{-Md/v}\int_{-\infty}^0e^{(M+m_R)y/v}dy=\rho_0e^{-Md/v}\frac{v}{M+m_R}.
$$

Therefore

$$
t=v\rho_0e^{-Md/v}=\frac{2Mm_R}{M+m_R}\,e^{-Md/v}. \tag{7}
$$

The two spinors are orthogonal, and $\sigma_z$ has no diagonal element in either. The two-state matrix has zeros on its diagonal and $t$ beside it, so its levels are $\pm t$. This holds when the overlap factor $e^{-Md/v}$ is small. For $d=300$ angstrom,

$$
t=0.075\,e^{-3.6}=0.00205\ \text{eV},
$$

and the lattice gave the same value to the digits shown.

**Q:** Two bands are also a fiction. The crystal has others.

**A:** At small $k$, remote bands add terms quadratic in $p$. One kind, $Bp^2\sigma_z$, has no first-order effect, because $\sigma_z$ has zero expectation value in $(1,-1)^T$. The other kind, $Cp^2$, moves both orbitals alike. Let $f$ be the normalized amplitude at an abrupt junction, $\kappa_L=M/v$ and $\kappa_R=m_R/v$. Then

$$
\int|f'|^2dx=\rho_0\left(\frac{\kappa_L^2}{2\kappa_L}+\frac{\kappa_R^2}{2\kappa_R}\right)=\rho_0\,\frac{\kappa_L+\kappa_R}{2}=\kappa_L\kappa_R,
$$

since (4) reads $\rho_0=2\kappa_L\kappa_R/(\kappa_L+\kappa_R)$. The shift is

$$
\delta E=C\,\frac{Mm_R}{v^2}. \tag{8}
$$

For size only, take the free-electron value $C=\hbar^2/2m_e=3.81$ eV angstrom$^2$. Then $\delta E=3.81(0.006)/25=0.0009$ eV. Diagonalization on a coarser lattice, with like sites 2 angstrom apart, agrees to better than 1 percent. The $\sigma_z$ term with the same coefficient gave 0.00001 eV there, about a hundredth of the scalar shift. This remainder is a lattice effect. In the continuum, $Bp^2\sigma_z$ changes sign under $\sigma_x$ just as $H$ does, so the single level must stay at zero. On the lattice, $a$ and $b$ sit on different sites and that symmetry is only approximate.

**Q:** Could $Cp^2$ ever be large?

**A:** At large $k$ it is, and there the model has no authority. The lower band $-\sqrt{m^2+v^2k^2}+Ck^2$ returns to zero near $k=v/C\simeq1.3$ per angstrom. That crossing is a product of the truncated expansion. The coarser lattice cuts it off, and (8) should be read as a small correction at small $k$. The free-electron value is only a yardstick. In lead telluride the far-band coefficients across the valley axis are roughly ten times larger, so the shift can reach a few meV, and a large $B$ reshapes the state enough that (8) is then only a rough estimate of the effect of $C$.

**Q:** Which real junction is this supposed to resemble?

**A:** A tin-rich lead tin telluride alloy against lead telluride, at low temperature, with a (111) interface. Lead telluride has the normal order of band edges, and a sufficiently tin-rich alloy is inverted. The half gaps and the velocity are round values of the right rough size; with them, the band-edge mass along the normal in lead telluride is $m_R/v^2$, or about 0.03 electron masses. I do not know the midgap offset well enough to quote it, so 0.04 eV is a trial value. By (5), each further 0.01 eV of abrupt offset moves the level by about 0.004 eV. The hole density used below, $10^{18}$ per cm$^3$, is low for tin-rich material, which tends to be strongly p-type. Both carriers and warming take a device away from the model, and each needs its own estimate. Strain does too, and I do not estimate it: the two lattices differ by about 1 percent, and in a coherently strained layer this shifts the half gaps by tens of meV and moves the midgap energies as well, by different amounts in different valleys.

**Q:** These crystals have several valleys. Which one have you described?

**A:** There are four, with axes along the cube diagonals. The bands in each obey $E^2=m^2+v_l^2k_l^2+v_t^2k_t^2$, with $l$ along the valley axis and $t$ across it. I set the momentum in the interface plane to zero and neglect mixing between valleys. Each valley then holds two spin copies of the two-component problem, so each zero level is a degenerate pair. Along the normal, the velocity obeys

$$
v^2=v_l^2\cos^2\theta+v_t^2\sin^2\theta .
$$

The band-edge mass is $|m|/v^2$, so a rough mass ratio of 10 means $v_t^2=10v_l^2$. Three valleys are oblique, with $\cos\theta=1/3$ in magnitude. For them, $v^2=v_l^2(1+80)/9=9v_l^2$. My 5.0 eV angstrom refers to these three. The fourth valley lies along the normal and has $v_l=1.67$ eV angstrom. Its state is also at zero, with decay lengths of 27.8 and 16.7 angstrom. By (8) with the same $C$, its far-band shift would be nine times larger, about 0.008 eV. First order is less accurate here, since the spurious crossing moves down to $k=v_l/C\simeq0.44$ per angstrom, and in the real crystal $C$ is smaller along the valley axis than across it.

**Q:** What does warming do?

**A:** In these materials, the signed half gap rises with temperature. Take a rough linear rate of $2\times10^{-4}$ eV/K on both sides. At 77 K, the half gaps become about $-0.045$ and $0.115$ eV, and the left decay length grows from 83 to about 110 angstrom. The thermal energy, 0.0066 eV, is still well below the smaller half gap. On the same linear law, the inversion is lost near $0.06/(2\times10^{-4})=300$ K. Above that temperature both masses are positive and the zero state is gone. This alloy would not serve at room temperature on these numbers.

**Q:** And the holes?

**A:** They set the Fermi level and, through it, a built-in potential. Let $Q$ be the value of $\sqrt{v_l^2k_l^2+v_t^2k_t^2}$ on the Fermi surface. Each valley fills an ellipsoid of volume $4\pi Q^3/(3v_lv_t^2)$. With two spin states and four valleys, the hole density is

$$
n_h=4\cdot\frac{2}{(2\pi)^3}\cdot\frac{4\pi Q^3}{3v_lv_t^2}=\frac{4Q^3}{3\pi^2v_lv_t^2}.
$$

The Fermi level lies $\Phi=\sqrt{M^2+Q^2}$ below the alloy's midgap energy, which is 0.092 eV for $n_h=10^{18}$ per cm$^3$ in the limit of zero temperature. If the Fermi level of the lead telluride is at its own midgap, charge must flow until the midgap energies differ by $\Phi$. If that whole difference appeared as an abrupt step, it would stay below the limit of 0.16 eV in (6). That limit holds for an abrupt step only; a spread-out drop can unbind the level at smaller $\Phi$. It would move the level by $0.375\times0.092\simeq0.035$ eV.

**Q:** How much more doping would break the condition?

**A:** Here $Q=\sqrt{0.092^2-0.06^2}\simeq0.07$ eV. Reaching $\Phi=0.16$ eV needs $Q=\sqrt{0.16^2-0.06^2}\simeq0.148$ eV. The density grows as $Q^3$, so the factor is $(0.148/0.07)^3\simeq9$. Near $10^{19}$ per cm$^3$, an abrupt step of the full Fermi-level difference would remove the common gap.

**Q:** The potential will be spread out, though, not abrupt.

**A:** Then the field matters. It depends on where the balancing charge sits. Lead telluride with its Fermi level at midgap has few carriers, so by itself it would take up nearly all of the drop, over a long distance and in a weak field. For a stronger field, suppose that fixed positive charge at the interface balances a depleted part of the alloy, and that the midgap energies agreed before charge flowed. The whole drop $\Phi$ then falls in that part, which has a fixed charge density of size $en_h$ and permittivity $\varepsilon$. The field grows linearly to $F=en_hw/\varepsilon$ over the width $w$, and $\Phi/e=Fw/2=\varepsilon F^2/(2en_h)$. Thus $F=\sqrt{2n_h\Phi/\varepsilon}$. With a relative permittivity of 400, roughly the room-temperature size for lead telluride, $F$ is about 0.029 MV/cm. Holes that remain in part of the layer lower the field, and so does a permittivity that rises on cooling, as that of lead telluride does. This is therefore a high estimate. If this field acted across the whole 46 angstrom width of the state, the potential would change by 0.013 eV, less than the smaller half gap. With the field in the alloy alone, the change is smaller still.

**Q:** In a long uniform field, nothing is strictly bound.

**A:** Correct. The bands tilt, and the state can leak into a bulk band at the same energy; it becomes a resonance. To size the leakage, take the tilted gap of the alloy. At a distance $y$ from the point where the energy is at midgap, the decay rate of the amplitude is $\sqrt{M^2-(eFy)^2}/v$. The bound state starts near midgap at the interface, so it has only half of the tilted gap to cross. The tunnelling exponent for its density is

$$
\frac2v\int_0^{M/eF}\sqrt{M^2-(eFy)^2}\,dy=\frac{\pi M^2}{2veF},
$$

because the integral is a quarter of the area of an ellipse with semi-axes $M$ and $M/eF$. The result is 3.9, and $e^{-3.9}\simeq0.02$. The numerical output prints twice this exponent, 7.8, which belongs to tunnelling from band to band across the whole gap. The field also raises the level, by about 0.005 eV when it acts on both sides, which lengthens the barrier and adds about 0.4 to the exponent. The leakage factor in a uniform field is thus nearer 0.013. In the depleted layer the level is a resonance too, because the valence-band top of the bulk alloy lies $\Phi-M=0.032$ eV above the midgap energy at the interface, and so above the level. There the field weakens away from the interface, which lengthens the barrier and makes the factor smaller. Nor is the factor a lifetime, which would also need an attempt rate. The main part of the exponent falls as $1/F$, so at twice the field the factor would already be about 0.1.

**Q:** Then I withdraw one objection and keep another. With a common midgap energy and fixed bulk signs, the growth profile cannot remove the state, but the lineup, the strain, the doping and the temperature can.

**A:** Yes, and the condition of a common midgap energy matters. Under it, interdiffusion that preserves the two bulk signs changes the shape of the state and may add further levels. With an offset, the profile can also move the level, and even remove it. Suppose the midgap energy steps up by 0.092 eV at one plane, while the mass changes sign 60 angstrom to the right of that plane. The level is then drawn towards the midgap energy around the mass step, 0.092 eV, which lies above the left gap, and no bound state remains in the common gap. The remaining inputs and sizes are in the numerical output.

## Table of computed values

```
Lattice level and largest spinor error relative to peak:
  abrupt: E = 0.000000 eV, formula 0.000000 eV, error 6.1e-06
  graded: E = 0.000000 eV, formula 0.000000 eV, error 8.4e-06
  jagged: E = -0.000000 eV, formula 0.000000 eV, error 8.6e-06
  varying velocity: E = 0.000000 eV, formula 0.000000 eV, error 3.9e-05
  abrupt, offset: E = 0.015000 eV, formula 0.015000 eV, error 8.9e-06
  graded, offset: E = 0.030000 eV, formula 0.030000 eV, error 4.0e-05
Signed half gaps: left -0.06 eV, right 0.10 eV
hbar v = 5.0 eV angstrom = 0.347 atomic units
Band-edge mass along normal, right: 0.0305 m_e
Amplitude decay length left: 83.3 angstrom = 8.33 nm
Amplitude decay length right: 50.0 angstrom = 5.00 nm
Density full width at half maximum: 46.2 angstrom = 4.62 nm
Peak density: 0.0150 per angstrom
Weight on right: formula 0.3750, lattice 0.3750
Levels in inner 90% of gap, abrupt: 1
Same-sign control levels: -0.00715, 0.00715 eV
Wide grading length: 300 angstrom
  next level above zero: 0.0464 eV
Midgap offset, right minus left: 0.04 eV
  level above left midgap: 0.0150 eV
  gap-overlap limit on offset: 0.16 eV
Inverted layer thickness: 300 angstrom
  levels +/-: lattice 0.00205 eV, formula 0.00205 eV
Interface potential: height 0.010 eV, Gaussian length 30 angstrom
  shift: lattice 0.00503 eV, first order 0.00504 eV
Far-band coefficient (free-electron size): 3.810 eV angstrom^2
  scalar shift: lattice 0.000917 eV, formula 0.000914 eV
  sigma_z shift on lattice: 0.000011 eV
Rough valley mass ratio: 10
  hbar v, longitudinal valley: 1.667 eV angstrom
  its decay lengths: 27.8 left, 16.7 right angstrom
Rough half-gap rise: 2.0e-04 eV/K; temperature of use 77 K
  half gaps then: -0.0446 left, 0.1154 right eV
  left decay length then: 112.1 angstrom
  thermal energy then: 0.0066 eV
  inversion lost near: 300 K
Rough hole density: 1.0e+18 cm^-3; rough permittivity 400
  Fermi level below alloy midgap: 0.0922 eV
  built-in field estimate: 0.0289 MV/cm
  potential drop over density width: 0.0133 eV
  tunnelling exponent 7.83, factor 4.0e-04
```
